# X-Ray Scattering by Hydrogen and Electron Pair Correlation in Helium: verification in Python

```python
# RESULT UNDER TEST (intensities in units of Thomson scattering by one electron)
#   hydrogen: F = (1 + (q a0)^2/4)^(-2), incoherent function S = 1 - F^2
#   helium:   total I = 2 + 2 P, P = <cos q.(r1-r2)>, F = 2 f, S = I - F^2
#   A product state with the same density has I = 2 + 2 f^2 instead.
# q: wave-vector change; a0: Bohr radius; f: form factor per electron.
# Helium model: psi = exp(-zeta (r1+r2)) (1 + c r12), lengths in a0.
# Inside the functions q is in 1/a0 and energy in hartree.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import eval_genlaguerre, spherical_jn
from scipy.linalg import eigh
from pyscf import gto, scf, fci, dft

a0 = const.physical_constants['Bohr radius'][0]
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
r_e = const.physical_constants['classical electron radius'][0]
q_values = [0.5, 1.0, 2.0, 4.0, 8.0]


def hydrogen_F(q):
    return (1 + q**2 / 4)**(-2)


# Hydrogen form factor from its definition
for q in q_values:
    direct = quad(lambda r: 4*r*r*math.exp(-2*r)*np.sinc(q*r/math.pi),
                  0, 25, limit=300, epsabs=1e-12)[0]
    assert abs(direct - hydrogen_F(q)) < 1e-9


def hydrogen_state_sums(q, l_max=24, n_basis=40):
    """Sum explicit transition strengths over diagonalized radial states."""
    x, w = np.polynomial.legendre.leggauss(600)
    r, w = 100*(x + 1), 100*w
    ground = 2*r*np.exp(-r)
    elastic = inelastic = energy_sum = 0.0
    for l in range(l_max + 1):
        functions, slopes = [], []
        for k in range(n_basis):
            envelope = r**(l + 1)*np.exp(-r)
            u = envelope*eval_genlaguerre(k, 2*l + 2, 2*r)
            du = u*((l + 1)/r - 1)
            if k > 0:
                du = du - 2*envelope*eval_genlaguerre(k - 1, 2*l + 3, 2*r)
            norm = math.sqrt(np.sum(w*u*u))
            functions.append(u/norm)
            slopes.append(du/norm)
        U, D = np.array(functions), np.array(slopes)
        overlap = (U*w) @ U.T
        H = 0.5*(D*w) @ D.T + (U*(w*(l*(l + 1)/(2*r*r) - 1/r))) @ U.T
        energies, vectors = eigh(H, overlap)
        source = U @ (w*spherical_jn(l, q*r)*ground)
        strengths = (2*l + 1)*(vectors.T @ source)**2
        energy_sum += np.sum((energies + 0.5)*strengths)
        if l == 0:
            assert abs(energies[0] + 0.5) < 1e-8
            elastic = strengths[0]
            inelastic += np.sum(strengths[1:])
        else:
            inelastic += np.sum(strengths)
    return elastic, inelastic, energy_sum


q_test = 2.0
h_elastic, h_inelastic, h_energy = hydrogen_state_sums(q_test)
assert abs(h_elastic - hydrogen_F(q_test)**2) < 1e-7
assert abs(h_inelastic - (1 - hydrogen_F(q_test)**2)) < 1e-5
assert abs(h_energy - q_test**2/2) < 1e-4

# Three-dimensional grid for helium, with lengths multiplied by zeta:
# s = r1+r2, t = r1-r2, u = r12, and |t| <= u <= s.
xs, ws = np.polynomial.legendre.leggauss(80)
xv, wv = np.polynomial.legendre.leggauss(60)
s = (12.5*(xs + 1))[:, None, None]
u = s*(0.5*(xs + 1))[None, :, None]
t = u*xv[None, None, :]
r1, r2 = (s + t)/2, (s - t)/2
volume = ((12.5*ws)[:, None, None]*(0.5*ws)[None, :, None]
          * wv[None, None, :]*s*u*r1*r2*u)
weight = volume*np.exp(-2*s)
cos_sum = ((r1**2 + u**2 - r2**2)/(2*r1*u)
           + (r2**2 + u**2 - r1**2)/(2*r2*u))
potential = -2/r1 - 2/r2 + 1/u


def helium_energy(gamma):
    """Energy and best zeta for exp(-s)(1 + gamma u) in scaled lengths."""
    g = 1 + gamma*u
    norm = np.sum(weight*g*g)
    kinetic = np.sum(weight*(g*g + gamma**2 - g*gamma*cos_sum))/norm
    potential_mean = np.sum(weight*g*g*potential)/norm
    return -potential_mean**2/(4*kinetic), -potential_mean/(2*kinetic)


energy_no_r12, zeta_no_r12 = helium_energy(0.0)
assert abs(energy_no_r12 + (27/16)**2) < 1e-8
best = minimize_scalar(lambda g: helium_energy(g)[0], bounds=(0, 1),
                       method='bounded', options={'xatol': 1e-9})
gamma = best.x
energy_model, zeta = helium_energy(gamma)
c = gamma*zeta
kappa = 2*zeta


def sine_integral(n, alpha, q):
    """Integral of r^n exp(-alpha r) sin(q r) from zero to infinity."""
    return math.factorial(n)*((alpha - 1j*q)**(-(n + 1))).imag


def model_norm(c, k):
    return 1 + 35*c/(4*k) + 24*c**2/k**2


def pair_P(q, c, k):
    poly = np.polynomial.polynomial.polymul([1, 2*c, c*c], [1, k, k*k/3])
    total = sum(a*sine_integral(n + 1, k, q) for n, a in enumerate(poly))
    return k**3*total/(16*q*model_norm(c, k))


def single_f(q, c, k):
    J = sine_integral
    bracket = (J(1, k, q)*(1 + 12*c*c/k**2)
               + 2*c*(J(2, k, q) + 4*J(0, k, q)/k**2
                      - 4*J(0, 2*k, q)/k**2 - J(1, 2*k, q)/k)
               + c*c*J(3, k, q))
    return k**3*bracket/(2*q*model_norm(c, k))


# Closed forms against three-dimensional quadrature
probability = weight*(1 + gamma*u)**2
probability = probability/np.sum(probability)
model = {}
for q in q_values:
    P_direct = np.sum(probability*np.sinc(q*u/zeta/math.pi))
    f_direct = np.sum(probability*np.sinc(q*r1/zeta/math.pi))
    P, f = pair_P(q, c, kappa), single_f(q, c, kappa)
    assert abs(P - P_direct) < 1e-8
    assert abs(f - f_direct) < 1e-8
    assert P < f*f
    # Without r12 the pair average must factorize
    assert abs(pair_P(q, 0.0, kappa) - single_f(q, 0.0, kappa)**2) < 1e-10
    model[q] = (2*f, 2 + 2*P, 2 + 2*f*f)

# Small-q limit of the correlation effect
r1_dot_r2 = np.sum(probability*(r1**2 + r2**2 - u**2)/2)/zeta**2
q_small = 0.02
small_ratio = 2*(pair_P(q_small, c, kappa)
                 - single_f(q_small, c, kappa)**2)/q_small**2
assert r1_dot_r2 < 0
assert abs(small_ratio/(2*r1_dot_r2/3) - 1) < 3e-3

# The model total falls below two beyond this q
q_cross = brentq(lambda q: pair_P(q, c, kappa), 3, 30)
q_beyond = 1.2*q_cross
P_beyond = np.sum(probability*np.sinc(q_beyond*u/zeta/math.pi))
assert P_beyond < 0

# Independent helium calculation: full CI in a Gaussian basis
mol = gto.M(atom='He 0 0 0', basis='aug-cc-pvtz', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
energy_hf = mf.kernel()
solver = fci.FCI(mf)
energy_ci, ci_vector = solver.kernel()
n_orb = mf.mo_coeff.shape[1]
dm1, dm2 = solver.make_rdm12(ci_vector, n_orb, mol.nelec)
grid = dft.gen_grid.Grids(mol)
grid.atom_grid = (80, 590)
grid.prune = None
grid.build()
orbitals = mol.eval_gto('GTOval', grid.coords) @ mf.mo_coeff
assert energy_ci < energy_model < energy_hf


def plane_wave_matrix(q):
    phase = grid.weights*np.exp(1j*q*grid.coords[:, 2])
    return orbitals.T @ (phase[:, None]*orbitals)


assert np.max(abs(plane_wave_matrix(0.0) - np.eye(n_orb))) < 1e-5
ci_result = {}
for q in q_values:
    M = plane_wave_matrix(q)
    F = np.sum(dm1*M).real
    inner = np.einsum('pqrs,rs->pq', dm2, M.conj())
    total = 2 + np.sum(inner*M).real
    ci_result[q] = (F, total, 2 + F*F/2)
    if q <= 4:
        effect_ci = total - (2 + F*F/2)
        effect_model = model[q][1] - model[q][2]
        assert effect_ci < 0
        # Broad limits: the two wave functions differ in quality
        assert 0.4 < effect_ci/effect_model < 1.5

# Photon example
photon_eV = 20000.0
q_example = 2.0
k_photon = photon_eV*const.e/(const.hbar*const.c)
q_SI = q_example/a0
theta = 2*math.asin(q_SI/(2*k_photon))
loss_eV = const.hbar**2*q_SI**2/(2*const.m_e)/const.e
assert abs(loss_eV/(h_energy*hartree_eV) - 1) < 1e-4
assert loss_eV < 0.01*photon_eV
thomson = r_e**2*(1 + math.cos(theta)**2)/2

print(f"Bohr radius a0 = {a0:.6e} m")
print("Hydrogen (dimensionless):")
for q in q_values:
    F = hydrogen_F(q)
    print(f"q*a0={q:.1f}: F={F:.6f}, F^2={F*F:.6f}, S={1-F*F:.6f}")
print("Hydrogen sums over explicit states at q*a0 = 2:")
print(f"elastic = {h_elastic:.6f}, inelastic = {h_inelastic:.6f}")
print(f"energy-weighted sum = {h_energy*hartree_eV:.4f} eV")
print("Helium, two-parameter correlated function:")
print(f"zeta = {zeta:.6f}, c = {c:.6f} (dimensionless)")
print(f"model energy = {energy_model*hartree_eV:.4f} eV")
print(f"mean r1.r2 = {r1_dot_r2:.6f} a0^2")
for q in q_values:
    F, total, product = model[q]
    print(f"q*a0={q:.1f}: F={F:.6f}, total={total:.6f}, S={total-F*F:.6f}")
    print(f"  same-density product total={product:.6f},"
          f" difference={total-product:.6f}")
print(f"model total equals 2 at q*a0 = {q_cross:.4f}")
print(f"at q*a0 = {q_beyond:.4f}: model total = {2+2*P_beyond:.6f}")
print("Helium, full CI in aug-cc-pVTZ:")
print(f"Hartree-Fock energy = {energy_hf*hartree_eV:.4f} eV")
print(f"full CI energy = {energy_ci*hartree_eV:.4f} eV")
for q in q_values:
    F, total, product = ci_result[q]
    print(f"q*a0={q:.1f}: F={F:.6f}, total={total:.6f}, S={total-F*F:.6f}")
    print(f"  same-density product total={product:.6f},"
          f" difference={total-product:.6f}")
print("Photon example at q*a0 = 2:")
print(f"photon energy = {photon_eV:.0f} eV")
print(f"q = {q_SI:.6e} 1/m, angle = {math.degrees(theta):.4f} degrees")
print(f"free-electron energy loss = {loss_eV:.4f} eV")
print(f"Thomson factor per electron = {thomson:.6e} m^2/sr")
print(f"He cross-section, full CI = {thomson*ci_result[2.0][1]:.6e} m^2/sr")
print(f"He, same-density product = {thomson*ci_result[2.0][2]:.6e} m^2/sr")
print("no test failed")
```

Running it gives:

```
Bohr radius a0 = 5.291772e-11 m
Hydrogen (dimensionless):
q*a0=0.5: F=0.885813, F^2=0.784665, S=0.215335
q*a0=1.0: F=0.640000, F^2=0.409600, S=0.590400
q*a0=2.0: F=0.250000, F^2=0.062500, S=0.937500
q*a0=4.0: F=0.040000, F^2=0.001600, S=0.998400
q*a0=8.0: F=0.003460, F^2=0.000012, S=0.999988
Hydrogen sums over explicit states at q*a0 = 2:
elastic = 0.062500, inelastic = 0.937500
energy-weighted sum = 54.4228 eV
Helium, two-parameter correlated function:
zeta = 1.849685, c = 0.365796 (dimensionless)
model energy = -78.6714 eV
mean r1.r2 = -0.086856 a0^2
q*a0=0.5: F=1.913209, total=3.816806, S=0.156435
  same-density product total=3.830185, difference=-0.013379
q*a0=1.0: F=1.684358, total=3.375997, S=0.538936
  same-density product total=3.418531, difference=-0.042533
q*a0=2.0: F=1.085222, total=2.514522, S=1.336816
  same-density product total=2.588853, difference=-0.074331
q*a0=4.0: F=0.345805, total=2.030937, S=1.911356
  same-density product total=2.059791, difference=-0.028853
q*a0=8.0: F=0.048845, total=1.999317, S=1.996931
  same-density product total=2.001193, difference=-0.001876
model total equals 2 at q*a0 = 6.1915
at q*a0 = 7.4297: model total = 1.999286
Helium, full CI in aug-cc-pVTZ:
Hartree-Fock energy = -77.8568 eV
full CI energy = -78.9293 eV
q*a0=0.5: F=1.904084, total=3.802132, S=0.176596
  same-density product total=3.812768, difference=-0.010636
q*a0=1.0: F=1.658028, total=3.337012, S=0.587955
  same-density product total=3.374528, difference=-0.037516
q*a0=2.0: F=1.054172, total=2.478896, S=1.367616
  same-density product total=2.555640, difference=-0.076744
q*a0=4.0: F=0.351467, total=2.028055, S=1.904526
  same-density product total=2.061764, difference=-0.033709
q*a0=8.0: F=0.054675, total=2.000549, S=1.997560
  same-density product total=2.001495, difference=-0.000945
Photon example at q*a0 = 2:
photon energy = 20000 eV
q = 3.779452e+10 1/m, angle = 21.4910 degrees
free-electron energy loss = 54.4228 eV
Thomson factor per electron = 7.407897e-30 m^2/sr
He cross-section, full CI = 1.836340e-29 m^2/sr
He, same-density product = 1.893191e-29 m^2/sr
no test failed
```
